# Gamma-gamma correlation coefficients for a 4-2-0 pure quadrupole cascade

**Q.** A nucleus of spin 4 emits a photon, reaches a level of spin 2, emits a second photon and ends at spin 0. The initial nuclei point in all directions equally. Why should the second photon care where the first one went?

**A.** Because detecting the first photon selects a direction. Let the spins be $I_i\to I\to I_f$, with photon 1 of multipole order $L_1$ and photon 2 of order $L_2$. Put the $z$ axis along photon 1. A photon has no orbital angular momentum along its own direction of motion, since $\mathbf r\times\mathbf p$ is perpendicular to $\mathbf p$. Its angular momentum along $z$ is therefore its helicity, $\sigma=\pm1$, and the value 0 is missing. The nucleus must supply this angular momentum, so the substates $m$ of the intermediate level are in general filled unequally. An unequally filled level can then radiate anisotropically; how much, and whether at all, depends on the spins and on the order of the second photon, as derived below.

I assume for now that each transition has a single multipole order, that polarization is not measured, and that nothing disturbs the intermediate level before it decays.

**Q.** Filled unequally, perhaps. But the intermediate state could also be a coherent superposition of different $m$. Populations alone would then not be enough.

**A.** In general they would not, but here the coherences vanish. Angular momentum conservation fixes $m=m_i-\sigma$. Two different values of $m$ thus come from different $m_i$ or different $\sigma$. The initial substates are an incoherent, equal mixture, and the two unobserved helicities are orthogonal photon states, so probabilities add and no cross terms survive.

I write 3j symbols as $(a\,b\,c;\alpha\,\beta\,\gamma)$ and 6j symbols as $\{a\,b\,c;d\,e\,f\}$. The nucleus and photon together keep the angular momentum $I_i,m_i$, so the probability contains the squared Clebsch-Gordan coefficient

$$\langle I\,m\,L_1\,\sigma|I_i\,m_i\rangle^2=(2I_i+1)\,(I\,L_1\,I_i;m\,\sigma\,{-m-\sigma})^2 .$$

The initial weight $1/(2I_i+1)$ cancels the prefactor. For a pure multipole the two helicities have equal strength. By orthogonality of the 3j symbols, the sum of the square over $m$ at fixed $\sigma$ is $1/(2L_1+1)$; two helicities give twice that. The normalized populations are

$$p(m)=\frac{2L_1+1}{2}\sum_{\sigma=\pm1}(I\,L_1\,I_i;m\,\sigma\,{-m-\sigma})^2. \tag{1}$$

**Q.** That is a list of $2I+1$ numbers. Where do Legendre polynomials come in?

**A.** Through the multipole moments of the list. Define

$$B_k=\sqrt{(2k+1)(2I+1)}\sum_m(-1)^{I+m}(I\,I\,k;{-m}\,m\,0)\,p(m). \tag{2}$$

For $k=0$ the symbol is $(-1)^{I+m}/\sqrt{2I+1}$, so $B_0=\sum_m p(m)=1$. A uniform population has $B_k=0$ for every $k>0$, because the 3j symbols of different $k$ are orthogonal.

**Q.** Inserting (1) into (2) gives a sum over three 3j symbols. I expect you to quote a convenient identity at this point.

**A.** I need one starting point, the definition of the 6j symbol:

$$\begin{aligned}&\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}(j_1\,l_2\,l_3;m_1\,\mu_2\,{-\mu_3})\\&\quad\times(l_1\,j_2\,l_3;{-\mu_1}\,m_2\,\mu_3)(l_1\,l_2\,j_3;\mu_1\,{-\mu_2}\,m_3)\\&=(j_1\,j_2\,j_3;m_1\,m_2\,m_3)\{j_1\,j_2\,j_3;l_1\,l_2\,l_3\}.\end{aligned}$$

Set $j_1=j_2=L$, $j_3=k$, $l_1=l_2=I$, $l_3=J$, and $m_1=M$, $m_2=-M$, $m_3=0$. The third symbol requires $\mu_1=\mu_2$; call this $m$. The first then requires $\mu_3=m+M$. One sum remains.

Now the signs. Exchanging two columns of a 3j symbol, or reversing all its projections, multiplies it by $(-1)$ to the sum of its upper entries. The first symbol needs one exchange and the second one reversal to become $(I\,L\,J;m\,M\,{-m-M})$. Each costs $(-1)^{I+L+J}$, and the two factors cancel. The third symbol becomes $(I\,I\,k;{-m}\,m\,0)$ at the cost of $(-1)^{2I+k}$. The explicit phase is $(-1)^{2I+J+3m+M}$, which equals $(-1)^{J+m+M}$ because $2I+2m$ is even. For even $k$ the total is

$$(-1)^{2I+J+m+M}=(-1)^{I+m}(-1)^{I+J+M}.$$

Moving the second factor to the right gives

$$\begin{aligned}&\sum_m(-1)^{I+m}(I\,I\,k;{-m}\,m\,0)(I\,L\,J;m\,M\,{-m-M})^2\\&=(-1)^{I+J+M}(L\,L\,k;M\,{-M}\,0)\{L\,L\,k;I\,I\,J\}.\end{aligned}\tag{3}$$

For odd $k$ the right side acquires only an extra minus sign.

**Q.** Then what is $B_k$, and what becomes of odd $k$?

**A.** Use (3) with $L=L_1$, $J=I_i$, $M=\sigma$. Reversing $\sigma$ multiplies $(L\,L\,k;\sigma\,{-\sigma}\,0)$ by $(-1)^{2L+k}=(-1)^k$. For odd $k$ the two helicities cancel. For even $k$ they are equal and remove the factor $1/2$ in (1). With $(-1)^{\sigma}=-1$,

$$B_k=F_k(L_1,I_i,I),$$

$$\begin{aligned}F_k(L,J,I)={}&(-1)^{J+I-1}(2L+1)\sqrt{(2k+1)(2I+1)}\\&\times(L\,L\,k;1\,{-1}\,0)\{L\,L\,k;I\,I\,J\}.\end{aligned}\tag{4}$$

This is the F coefficient for a pure multipole. Its second argument is the spin of the level at the other end of the transition, and its third is the intermediate spin. Odd $k$ would distinguish $m$ from $-m$, and a photon of unknown helicity cannot do that.

**Q.** So far only the first photon has been treated. The second leaves at an angle $\theta$ to $z$, and there your rule $M=\sigma$ no longer holds.

**A.** It holds along the photon's own direction. A state of order $L$ with projection $\sigma$ on that direction is a superposition of states with projection $M$ on $z$, with amplitudes $d^L_{M\sigma}(\theta)$ up to phases. Write $L$ for $L_2$. The final substates $m-M$ are orthogonal, and so are the helicities, so a nucleus in substate $m$ radiates with the pattern

$$W_m(\theta)=\frac{2L+1}{2}\sum_{M,\sigma}(2I+1)(I_f\,L\,I;m{-}M\,\,M\,\,{-m})^2\,|d^L_{M\sigma}(\theta)|^2. \tag{5}$$

The prefactor makes the average over the sphere equal to 1: each $|d^L_{M\sigma}|^2$ averages to $1/(2L+1)$, the squared Clebsch-Gordan coefficients sum to 1 over $M$, and there are two helicities.

To expand the squared rotation element, use $d^L_{M\sigma}=(-1)^{M-\sigma}d^L_{-M,-\sigma}$. The square becomes a product of two elements whose projections add to zero. Coupling the two rotations to rank $k$ leaves $d^k_{00}=P_k(\cos\theta)$:

$$\begin{aligned}|d^L_{M\sigma}|^2=\sum_k&(2k+1)(-1)^{M-\sigma}(L\,L\,k;M\,{-M}\,0)\\&\times(L\,L\,k;\sigma\,{-\sigma}\,0)P_k(\cos\theta).\end{aligned}\tag{6}$$

**Q.** Now the sum runs over $M$ at fixed $m$, whereas (3) sums over $m$ at fixed $M$.

**A.** The derivation of (3) did not depend on which spin belonged to the nucleus. Exchange the roles of $I$ and $L$, rename the summed projection $M$, and set the fixed one to $-m$. For even $k$,

$$\begin{aligned}&\sum_M(-1)^{L+M}(L\,L\,k;{-M}\,M\,0)(L\,I\,I_f;M\,{-m}\,\,m{-}M)^2\\&=(-1)^{L+I_f-m}(I\,I\,k;{-m}\,m\,0)\{I\,I\,k;L\,L\,I_f\}.\end{aligned}$$

The factor $(-1)^L$ cancels. A squared 3j symbol is unchanged by reordering its columns, and $(L\,L\,k;{-M}\,M\,0)=(L\,L\,k;M\,{-M}\,0)$ for even $k$. The 6j symbol is unchanged when upper and lower entries are exchanged in two columns. Finally $(-1)^{I_f-m}=(-1)^{I_f+I}(-1)^{I+m}$, since the two sides differ by the factor $(-1)^{2(I+m)}$, which is 1 because $I+m$ is an integer. Hence

$$\begin{aligned}&\sum_M(-1)^M(L\,L\,k;M\,{-M}\,0)(I_f\,L\,I;m{-}M\,\,M\,\,{-m})^2\\&=(-1)^{I_f+I}(-1)^{I+m}(I\,I\,k;{-m}\,m\,0)\{L\,L\,k;I\,I\,I_f\}.\end{aligned}\tag{7}$$

Put (6) into (5). The sum over $\sigma$ again removes odd $k$. For even $k$ it gives $2\times(-1)\times(L\,L\,k;1\,{-1}\,0)$, and (7) does the sum over $M$:

$$\begin{aligned}W_m=\sum_{k\ \rm even}&(-1)^{I_f+I-1}(2L+1)(2k+1)(2I+1)(L\,L\,k;1\,{-1}\,0)\\&\times\{L\,L\,k;I\,I\,I_f\}(-1)^{I+m}(I\,I\,k;{-m}\,m\,0)P_k .\end{aligned}$$

Split $(2k+1)(2I+1)$ into two equal square roots. One completes $F_k(L_2,I_f,I)$; the other completes the summand of (2) for a single occupied substate. Averaging $W_m$ over $p(m)$ therefore gives

$$W(\theta)=\sum_{k\ \rm even}A_{kk}P_k(\cos\theta),\qquad A_{kk}=F_k(L_1,I_i,I)\,F_k(L_2,I_f,I). \tag{8}$$

The triangle rules in (4) end the sum at the largest even $k$ not exceeding $2I$, $2L_1$ or $2L_2$. An intermediate spin of 0 or $1/2$ leaves $k=0$ alone, and the correlation is isotropic.

**Q.** Then put in 4-2-0. Are both photons really pure quadrupoles?

**A.** The second must be: a transition from spin 2 to spin 0 can carry away $L=2$ and nothing else. For the first, the triangle rule permits $L=2$ to 6, so purity is an assumption. An admixture of another order would add its own term and an interference term, and (8) would need extending.

For $L=I=2$ the prefactor $(2L+1)\sqrt{(2k+1)(2I+1)}$ is $5\sqrt{25}=25$ at $k=2$ and $5\sqrt{45}=15\sqrt5$ at $k=4$. The phase is $-1$ for both $J=4$ and $J=0$. The 3j symbols are $(2\,2\,2;1\,{-1}\,0)=\sqrt{70}/70$ and $(2\,2\,4;1\,{-1}\,0)=2\sqrt{70}/105$. The 6j symbols with $J=4$ are $2/35$ for $k=2$ and $1/630$ for $k=4$; with $J=0$ both are $1/5$. Thus

$$F_2(2,4,2)=-25\cdot\frac{\sqrt{70}}{70}\cdot\frac{2}{35}=-\frac{\sqrt{70}}{49}=-0.1707,$$

$$F_2(2,0,2)=-25\cdot\frac{\sqrt{70}}{70}\cdot\frac15=-\frac{\sqrt{70}}{14}=-0.5976,$$

$$F_4(2,4,2)=-15\sqrt5\cdot\frac{2\sqrt{70}}{105}\cdot\frac1{630}=-\frac{\sqrt{14}}{441}=-0.00848,$$

$$F_4(2,0,2)=-15\sqrt5\cdot\frac{2\sqrt{70}}{105}\cdot\frac15=-\frac{2\sqrt{14}}{7}=-1.0690.$$

The products are

$$A_{22}=\frac{70}{49\cdot14}=\frac5{49}=0.1020,\qquad A_{44}=\frac{2\cdot14}{441\cdot7}=\frac4{441}=0.0091.$$

**Q.** Those are small. Is the first photon a poor selector of direction, or does the second radiate almost isotropically?

**A.** The factors answer that: the small ones belong to the first transition. Equation (1) gives $p(0)=0.2381$, $p(\pm1)=0.2222$ and $p(\pm2)=0.1587$, not far from the uniform value 0.2.

You can recover $B_2$ from these by hand. For $I=2$ the quantity $(-1)^{I+m}(2\,2\,2;{-m}\,m\,0)$ is proportional to $3m^2-I(I+1)$, hence to $m^2-2$. The squares of $m^2-2$ sum to $4+1+4+1+4=14$, while orthogonality requires the squared 3j symbols to sum to $1/5$. The quantity is therefore $(m^2-2)/\sqrt{70}$, positive at $|m|=2$ in the standard phase convention. Then

$$\sum_m m^2p(m)=2(0.2222)+8(0.1587)=1.714,$$

$$B_2=\frac{5}{\sqrt{70}}(1.714-2)=-0.171,$$

in agreement with $F_2(2,4,2)$.

Compare a 0-2-0 cascade. There $m_i=0$, so photon 1 fills $m=\pm1$ and no other substates. Its coefficients are $F_k(2,0,2)^2$, which gives $A_{22}=5/14=0.357$ and $A_{44}=8/7=1.143$. The second transition is the same as before; the difference comes from how the intermediate level was filled.

**Q.** What would a detector see in the 4-2-0 case?

**A.** Let $x=\cos\theta$, with $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$. Collecting powers,

$$\begin{aligned}\text{constant:}\quad&1-\frac5{98}+\frac1{294}=\frac{20}{21},\\ x^2:\quad&\frac{15}{98}-\frac5{147}=\frac5{42},\\ x^4:\quad&\frac4{441}\cdot\frac{35}{8}=\frac5{126}.\end{aligned}$$

Dividing by the constant,

$$W(\theta)=\frac{20}{21}\left(1+\frac18\cos^2\theta+\frac1{24}\cos^4\theta\right).$$

At $90^\circ$ this is 0.952 and at $180^\circ$ it is 1.111, relative to a spherical average of 1. The anisotropy is

$$\frac{W(180^\circ)}{W(90^\circ)}-1=\frac18+\frac1{24}=\frac16 .$$

These values are for point detectors. Real detectors accept a range of angles, so the measured rate is an average of $W$ over that range. A magnetic field at an angle to photon 1 makes the nuclear spins precess before the second emission, and this in general changes the result. The populations along $z$ then need not be those of (1), and coherences between different $m$ can appear, in which case averaging $W_m$ over populations no longer suffices.

**Q.** Does it matter whether the quadrupoles are electric or magnetic?

**A.** Not for $W$. For a given direction of emission, exchanging electric and magnetic radiation of the same order turns the polarization by a quarter turn. We sum over polarizations, so the rate is unchanged.

**Q.** My remaining worry is the chain of phases. Two sign errors could cancel in the product.

**A.** For this cascade there is a route without 3j symbols, 6j symbols or rotation matrices. An electric quadrupole emits along the unit vector $\mathbf n$ with polarization $\boldsymbol\varepsilon$ at an amplitude proportional to $\boldsymbol\varepsilon^*\!\cdot Q\cdot\mathbf n$, where $Q$ is a symmetric traceless tensor. The two emissions together take spin 4 to spin 0, so the two quadrupole tensors must combine to rank 4. Two objects of rank 2 can do so in one way. Up to a constant, $W$ is therefore the squared length of the spin-4 part of

$$\boldsymbol\varepsilon_1\otimes\mathbf n_1\otimes\boldsymbol\varepsilon_2\otimes\mathbf n_2,$$

summed over real polarization vectors. The numerical check finds this part by diagonalizing the total squared angular momentum of four Cartesian vectors, and extracts the Legendre coefficients by quadrature. It gives 0.102041 and 0.009070, the same as $5/49$ and $4/441$ to the digits shown. The sums (3) and (7) are tested separately, for integer and half-integer nuclear spins, so an error in one could not hide behind an error in the other.

## Computed values

```
All numbers below are dimensionless unless a unit is shown
Cascade 4-2-0, L1 = L2 = 2
3j (2 2 2; 1 -1 0) = sqrt(70)/70 = 0.119523
3j (2 2 4; 1 -1 0) = 2*sqrt(70)/105 = 0.159364
6j {2 2 2; 2 2 4} = 2/35 = 0.057143
6j {2 2 4; 2 2 4} = 1/630 = 0.001587
6j {2 2 2; 2 2 0} = 1/5 = 0.200000
6j {2 2 4; 2 2 0} = 1/5 = 0.200000
population p(m=-2) after photon 1 = 0.158730
population p(m=-1) after photon 1 = 0.222222
population p(m=+0) after photon 1 = 0.238095
population p(m=+1) after photon 1 = 0.222222
population p(m=+2) after photon 1 = 0.158730
B_2 from populations = -0.170747
B_4 from populations = -0.008484
F_2(2,4,2) = -sqrt(70)/49 = -0.170747
F_2(2,0,2) = -sqrt(70)/14 = -0.597614
F_4(2,4,2) = -sqrt(14)/441 = -0.008484
F_4(2,0,2) = -2*sqrt(14)/7 = -1.069045
A22 from F product = 5/49 = 0.102041
A22 from Cartesian tensors = 0.102041
A44 from F product = 4/441 = 0.009070
A44 from Cartesian tensors = 0.009070
A66 from Cartesian tensors, magnitude = 8.7e-15
constant term of W in powers of cos = 20/21
cos^2 coefficient relative to constant = 1/8
cos^4 coefficient relative to constant = 1/24
W(90 degrees) = 0.952381
W(120 degrees) = 0.984623
W(135 degrees) = 1.021825
W(150 degrees) = 1.063988
W(180 degrees) = 1.111111
W(180)/W(90) - 1 = 1/6 = 0.166667
0-2-0 contrast: A22 = 5/14 = 0.357143
0-2-0 contrast: A44 = 8/7 = 1.142857
```
